# What 2×2 Cells Can and Cannot Fix in a Lattice-Gas Fit: test program

```python
# Result under test: in 2x2 periodic cells of a square lattice gas the number
# of adatom pairs at distance 2a is P3 = 2N, so only e1 + 2*V3 can be fitted.
# E = e1*N + V1*P1 + V2*P2 + V3*P3 per cell, relative to the clean slab.
# N: adatoms per cell; P1, P2, P3: pairs per cell at a, sqrt(2)a, 2a.
# Pair columns are counted geometrically in an explicitly tiled plane.
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as sc

SQUARE = np.eye(2)
SHELLS = (1.0, np.sqrt(2.0), 2.0)


def pair_counts(occ, basis=SQUARE, distances=SHELLS):
    home = np.argwhere(occ)
    shifts = np.array(list(itertools.product(range(-4, 5), repeat=2)))
    shifts = shifts * np.array(occ.shape)
    tiled = (home[None, :, :] + shifts[:, None, :]).reshape(-1, 2)
    sep = (tiled[None, :, :] - home[:, None, :]) @ basis
    dist = np.sqrt((sep**2).sum(axis=2))
    return [np.isclose(dist, d).sum() / 2 for d in distances]


def row(occ):
    return [occ.sum()] + pair_counts(occ)


def occupations(lx, ly):
    return [np.array(bits).reshape(lx, ly)
            for bits in itertools.product((0, 1), repeat=lx * ly)]


def fit(matrix, energies):
    return np.linalg.lstsq(matrix, energies, rcond=1e-10)[0]


def trio_counts(occ):
    xp, xm = np.roll(occ, 1, 0), np.roll(occ, -1, 0)
    yp, ym = np.roll(occ, 1, 1), np.roll(occ, -1, 1)
    straight = (occ * (xp * xm + yp * ym)).sum()
    bent = (occ * (xp + xm) * (yp + ym)).sum()
    return straight, bent


# --- proportional columns, rank and null direction ---
cells22 = occupations(2, 2)
X22 = np.array([row(o) for o in cells22], float)
X33 = np.array([row(o) for o in occupations(3, 3)], float)
X42 = np.array([row(o) for o in occupations(4, 2)], float)
assert np.array_equal(X22[:, 3], 2 * X22[:, 0])
assert np.array_equal(X33[:, 3], X33[:, 1])
rank = np.linalg.matrix_rank
ranks = [rank(X22), rank(X33), rank(np.vstack([X22, X33])), rank(X42)]
assert ranks == [3, 3, 4, 4]
null = np.linalg.svd(X22)[2][-1]
null = null / null[3]
assert np.allclose(null, [-2, 0, 0, 1], atol=1e-10)

# inequivalent axes (rectangular lattice) and triangular lattice
rect = np.diag([1.0, 1.3])
tri = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
for o in cells22:
    assert pair_counts(o, rect, (2.0, 2.6)) == [o.sum(), o.sum()]
    assert pair_counts(o, tri, (2.0,)) == [3 * o.sum()]
    assert trio_counts(o)[0] == pair_counts(o)[0]

# symmetry classes of the 2x2 occupations
classes = set()
for o in cells22:
    images = []
    for i, j, k in itertools.product(range(2), range(2), range(4)):
        m = np.rot90(np.roll(o, (i, j), (0, 1)), k)
        images += [tuple(m.ravel()), tuple(m.T.ravel())]
    classes.add(min(images))
assert len(classes) == 6

# --- worked example: round model parameters, energies in eV ---
a_nm, temperature = 0.25, 500.0
true = np.array([-5.00, 0.30, 0.06, 0.03])
names = ["one adatom", "row pair", "diagonal pair", "three", "full"]
five = [np.array(m) for m in ([[1, 0], [0, 0]], [[1, 1], [0, 0]],
                              [[1, 0], [0, 1]], [[1, 1], [1, 0]],
                              [[1, 1], [1, 1]])]
single33 = np.zeros((3, 3), int)
single33[0, 0] = 1
X5 = np.array([row(o) for o in five], float)
E5 = X5 @ true
s = true[0] + 2 * true[3]

minnorm = fit(X5, E5)
assert np.allclose(minnorm, [s / 5, true[1], true[2], 2 * s / 5], atol=1e-9)
ridge = np.linalg.solve(X5.T @ X5 + 1e-6 * np.eye(4), X5.T @ E5)
assert np.allclose(ridge, minnorm, atol=1e-4)
norms = np.linalg.norm(X5, axis=0)
scaled = fit(X5 / norms, E5) / norms
assert np.allclose(scaled, [s / 2, true[1], true[2], s / 4], atol=1e-9)

# imposed V3 with noisy energies: the residual cannot tell values apart
noise_sd = 0.002
noisy = E5 + np.random.default_rng(4).normal(0, noise_sd, 5)
scan = []
for v3 in (-0.10, 0.00, 0.10):
    p = fit(X5[:, :3], noisy - v3 * X5[:, 3])
    res = noisy - v3 * X5[:, 3] - X5[:, :3] @ p
    scan.append((v3, p[0], np.sqrt(np.mean(res**2))))
assert np.ptp([r[2] for r in scan]) < 1e-10 and scan[0][2] > 1e-5
assert np.ptp([r[1] + 2 * r[0] for r in scan]) < 1e-10

# cure: add one 3x3 structure
six = five + [single33]
X6 = np.array([row(o) for o in six], float)
E6 = X6 @ true
cured = fit(X6, E6)
assert np.allclose(cured, true, atol=1e-9)
zero_v3 = fit(X5[:, :3], E5)
pred33 = X6[5, :3] @ zero_v3

# --- neglected effects: dipole and elastic repulsion, both 1/r^3 ---
coul = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
mu, force_dipole, young_gpa, nu = 0.01, 2.0, 150.0, 0.3  # e nm, eV, GPa, 1
r2 = 2 * a_nm
u_dip = 2 * coul * mu**2 / r2**3
height = 0.002
charge = mu / height
u_images = coul * charge**2 * (1 / r2 - 1 / np.hypot(r2, 2 * height))
assert abs(u_images / u_dip - 1) < 1e-3   # finite height of the charges

young = young_gpa * 1e9 / sc.e * 1e-27              # eV/nm^3
u_el = (1 - nu**2) * force_dipole**2 / (np.pi * young * r2**3)


def surface_green(d):
    r = np.linalg.norm(d)
    return (1 + nu) / (np.pi * young) * (
        (1 - nu) * np.eye(2) / r + nu * np.outer(d, d) / r**3)


h = 0.005
arms = [np.array(v, float) for v in ((1, 0), (-1, 0), (0, 1), (0, -1))]
u_forces = 0.0
for p, q in itertools.product(arms, arms):
    d = np.array([r2, 0.0]) + (p - q) * h / 2
    u_forces -= (force_dipole / h)**2 * (p @ surface_green(d) @ q)
assert abs(u_forces / u_el - 1) < 3e-3    # finite arm of the force pairs

u_tail = u_dip + u_el                               # at distance 2a
M = 300
gx, gy = np.meshgrid(np.arange(-M, M + 1), np.arange(-M, M + 1),
                     indexing="ij")
rr = gx**2 + gy**2
keep = (rr > 4) & (rr <= M * M)
gx, gy, weight = gx[keep], gy[keep], 8.0 / rr[keep]**1.5


def tail_energy(occ):
    # all pairs beyond 2a; the far region is added as a continuum
    lx, ly = occ.shape
    w = np.bincount((gx % lx) * ly + gy % ly, weights=weight,
                    minlength=lx * ly).reshape(lx, ly)
    sites = np.argwhere(occ)
    total = sum(w[(p[0] - q[0]) % lx, (p[1] - q[1]) % ly]
                for p in sites for q in sites)
    far = len(sites)**2 / (lx * ly) * 8 * 2 * np.pi / M
    return 0.5 * u_tail * (total + far)


tails = np.array([tail_energy(o) for o in six])
beta = (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75)) / mp.mpf(4)**1.5
lattice_sum = float(4 * mp.zeta(1.5) * beta)
assert abs(tails[0] - 0.5 * u_tail * (lattice_sum - 4)) < 1e-5
assert abs(tails[5] - 0.5 * u_tail * lattice_sum * 8 / 27) < 1e-5
E5_tail = E5 + tails[:5]
p_tail = fit(X5[:, :3], E5_tail)
res_tail = np.abs(E5_tail - X5[:, :3] @ p_tail).max()
assert res_tail < 1e-10
v3_tail = fit(X6, E6 + tails)[3]
assert abs(v3_tail - true[3] - (tails[0] - tails[5]) / 2) < 1e-9

# neglected trio energies
trio = 0.02
T6 = np.array([trio_counts(o) for o in six], float)
with_straight = fit(X6, E6 + trio * T6[:, 0])
assert np.allclose(with_straight - true, [0, trio, 0, 0], atol=1e-9)
with_bent = fit(X6, E6 + trio * T6[:, 1])
E_all = E6 + trio * T6.sum(axis=1)
v3_direct = (E_all[0] - E_all[5]) / 2
assert abs(v3_direct - true[3]) < 1e-9
kT = sc.k * temperature / sc.e

# --- printed numbers ---
print(f"site spacing a = {a_nm:.2f} nm; distance 2a = {r2:.2f} nm")
print("input e1, V1, V2, V3 (eV):", np.round(true, 4))
print("2x2 structures: N, P1, P2, P3 per cell; energy per cell (eV)")
for name, x, e in zip(names, X5, E5):
    print(f"  {name:14s}", x.astype(int), f"{e:.4f}")
print("symmetry classes of 2x2 occupations, empty included:", len(classes))
print("rank of 4 columns, all 2x2 occupations:", ranks[0])
print("rank, all 3x3:", ranks[1], "; 2x2 and 3x3 together:", ranks[2])
print("rank, all 4x2:", ranks[3])
print("null direction (e1,V1,V2,V3):", np.round(null, 6) + 0.0)
print(f"identifiable sum e1 + 2 V3 = {s:.4f} eV")
print("minimum-norm fit (eV):", np.round(minnorm, 4))
print("ridge fit, penalty 1e-6 (eV):", np.round(ridge, 4))
print("minimum-norm fit, unit-length columns (eV):", np.round(scaled, 4))
print(f"noise standard deviation = {noise_sd*1e3:.1f} meV")
for v3, e1, rms in scan:
    print(f"  imposed V3 = {v3:+.2f} eV: e1 = {e1:.4f} eV, "
          f"rms residual = {rms*1e3:.4f} meV")
print(f"one adatom in 3x3: true energy = {E6[5]:.4f} eV")
print(f"  predicted from 2x2 fit with V3 = 0: {pred33:.4f} eV")
print("fit with the 3x3 energy added (eV):", np.round(cured, 4))
print(f"temperature = {temperature:.0f} K; kT = {kT:.4f} eV")
print(f"Boltzmann factor of a pair at 2a = {np.exp(-true[3]/kT):.3f}"
      " (1 if V3 = 0)")
print(f"adatom dipole = {mu:.3f} e nm; force dipole = {force_dipole:.1f} eV")
print(f"Young modulus = {young_gpa:.0f} GPa; Poisson ratio = {nu:.1f}")
print(f"dipole repulsion at 2a = {u_dip*1e3:.2f} meV")
print(f"elastic repulsion at 2a = {u_el*1e3:.2f} meV")
print(f"square-lattice sum of 1/r^3 = {lattice_sum:.4f}")
print(f"tail beyond 2a, one adatom in 2x2 = {tails[0]*1e3:.2f} meV")
print(f"tail beyond 2a, one adatom in 3x3 = {tails[5]*1e3:.2f} meV")
print("2x2 fit by N, P1, P2 with tail (eV):", np.round(p_tail, 4))
print(f"  largest residual below 1e-10 eV: {res_tail < 1e-10}")
print(f"V3 from 2x2 and 3x3 with tail = {v3_tail*1e3:.2f} meV")
print(f"trio energy assumed = {trio*1e3:.0f} meV")
print("fit with straight trio in data (eV):", np.round(with_straight, 4))
print("fit with bent trio in data (eV):", np.round(with_bent, 4))
print(f"V3 from one-adatom difference, both trios = {v3_direct*1e3:.2f} meV")
print("checks complete")
```

Printed output:

```
site spacing a = 0.25 nm; distance 2a = 0.50 nm
input e1, V1, V2, V3 (eV): [-5.    0.3   0.06  0.03]
2x2 structures: N, P1, P2, P3 per cell; energy per cell (eV)
  one adatom     [1 0 0 2] -4.9400
  row pair       [2 2 0 4] -9.2800
  diagonal pair  [2 0 4 4] -9.6400
  three          [3 4 4 6] -13.3800
  full           [4 8 8 8] -16.8800
symmetry classes of 2x2 occupations, empty included: 6
rank of 4 columns, all 2x2 occupations: 3
rank, all 3x3: 3 ; 2x2 and 3x3 together: 4
rank, all 4x2: 4
null direction (e1,V1,V2,V3): [-2.  0.  0.  1.]
identifiable sum e1 + 2 V3 = -4.9400 eV
minimum-norm fit (eV): [-0.988  0.3    0.06  -1.976]
ridge fit, penalty 1e-6 (eV): [-0.988  0.3    0.06  -1.976]
minimum-norm fit, unit-length columns (eV): [-2.47   0.3    0.06  -1.235]
noise standard deviation = 2.0 meV
  imposed V3 = -0.10 eV: e1 = -4.7392 eV, rms residual = 1.2832 meV
  imposed V3 = +0.00 eV: e1 = -4.9392 eV, rms residual = 1.2832 meV
  imposed V3 = +0.10 eV: e1 = -5.1392 eV, rms residual = 1.2832 meV
one adatom in 3x3: true energy = -5.0000 eV
  predicted from 2x2 fit with V3 = 0: -4.9400 eV
fit with the 3x3 energy added (eV): [-5.    0.3   0.06  0.03]
temperature = 500 K; kT = 0.0431 eV
Boltzmann factor of a pair at 2a = 0.498 (1 if V3 = 0)
adatom dipole = 0.010 e nm; force dipole = 2.0 eV
Young modulus = 150 GPa; Poisson ratio = 0.3
dipole repulsion at 2a = 2.30 meV
elastic repulsion at 2a = 9.90 meV
square-lattice sum of 1/r^3 = 9.0336
tail beyond 2a, one adatom in 2x2 = 30.72 meV
tail beyond 2a, one adatom in 3x3 = 16.33 meV
2x2 fit by N, P1, P2 with tail (eV): [-4.9093  0.3449  0.0759]
  largest residual below 1e-10 eV: True
V3 from 2x2 and 3x3 with tail = 37.19 meV
trio energy assumed = 20 meV
fit with straight trio in data (eV): [-5.    0.32  0.06  0.03]
fit with bent trio in data (eV): [-5.      0.3376  0.0787  0.0115]
V3 from one-adatom difference, both trios = 30.00 meV
checks complete
```
